\section*{Polarisation in X-ray reflectivity: the cosine-squared law at weak contrast}

\section{The decision: one polarisation or two}

A program that fits X-ray reflectivity needs a rule for polarisation. It may compute the s reflectivity alone, or it may compute s and p separately and add them in the proportions of the beam. Let $f_s$ be the fraction of incident power with its electric field perpendicular to the plane of incidence. For a detector that does not distinguish polarisations,
\begin{equation}
R=f_sR_s+(1-f_s)R_p .
\end{equation}
The cost of the simpler choice is set by $R_p/R_s$. For weak refractive contrast this ratio approaches $\cos^2 2\theta$, where $\theta$ is the grazing angle, measured from the surface. An unpolarised beam, $f_s=1/2$, then has $R\approx R_s(1+\cos^2 2\theta)/2$.

These notes derive the limit and bound its error. They then find what an s-only fit does to the roughness deduced for a copper film.

\section{Fields and conventions}

Vacuum fills $z<0$ and a uniform, isotropic, non-magnetic medium fills $z>0$. The plane of incidence is $xz$, and fields vary in time as $e^{-i\omega t}$. The medium has index and contrast
\begin{equation}
n=1-\delta+i\beta,\qquad \chi=n^2-1\approx-2\delta+2i\beta ,
\end{equation}
with $\beta\ge0$ for a passive medium. Write $S=\sin\theta$, $C=\cos\theta$, and let $k$ be the vacuum wave number. In units of $k$, the incident, reflected and transmitted wave vectors are
\begin{equation}
(C,0,S),\qquad (C,0,-S),\qquad (C,0,q).
\end{equation}
They share the component $C$ because the boundary conditions must hold at every $x$. In the medium the squared wave vector is $n^2$, so
\begin{equation}
q^2+C^2=n^2,\qquad q=\sqrt{S^2+\chi}.
\label{q}
\end{equation}
The transmitted wave must not grow with depth, so $\operatorname{Im}q\ge0$. If $q$ is real, the positive root is taken, so that the transmitted wave carries power away from the surface. Since $\operatorname{Im}\chi\ge0$, the chosen root always has $\operatorname{Re}q\ge0$.

Scale $\mathbf H$ by the vacuum impedance. For a plane wave with scaled wave vector $\boldsymbol\kappa$, Maxwell's equations become $\mathbf H=\boldsymbol\kappa\times\mathbf E$ and $\mathbf E=-\boldsymbol\kappa\times\mathbf H/n^2$.

\subsection{The s amplitude}

Let $\mathbf E$ lie along $y$, with incident, reflected and transmitted amplitudes $1$, $r_s$ and $t_s$. The cross product gives $H_x=-\kappa_zE_y$. Continuity of $E_y$ and $H_x$ requires
\begin{equation}
1+r_s=t_s,\qquad S(1-r_s)=q\,t_s .
\end{equation}
Eliminating $t_s$ gives $S-q=r_s(S+q)$, hence
\begin{equation}
r_s=\frac{S-q}{S+q}.
\label{rs}
\end{equation}

\subsection{The p amplitude}

Now let $\mathbf H$ lie along $y$, with amplitudes $1$, $r_p$ and $t_p$. Here $E_x=\kappa_zH_y/n^2$, with $n^2$ replaced by 1 in vacuum. Continuity of $H_y$ and $E_x$ requires
\begin{equation}
1+r_p=t_p,\qquad S(1-r_p)=\frac{q}{n^2}\,t_p .
\end{equation}
Multiplying the second equation by $n^2$ and eliminating $t_p$ gives
\begin{equation}
r_p=\frac{n^2S-q}{n^2S+q}.
\label{rp}
\end{equation}
This is a ratio of magnetic amplitudes. Another convention for the electric field may reverse its sign, but $R_p=|r_p|^2$ is unaffected.

\section{An exact form of the ratio}

Both numerators are small at weak contrast, so their common factor should be removed before approximating. Use $n^2=q^2+C^2$ in the first term and $1=S^2+C^2$ in the second:
\begin{align}
n^2S-q&=(q^2+C^2)S-q(S^2+C^2)\nonumber\\
&=qS(q-S)+C^2(S-q)\nonumber\\
&=(S-q)(C^2-qS).
\end{align}
The denominator follows in the same way:
\begin{align}
n^2S+q&=(q^2+C^2)S+q(S^2+C^2)\nonumber\\
&=qS(q+S)+C^2(S+q)\nonumber\\
&=(S+q)(C^2+qS).
\end{align}
Division by (\ref{rs}) leaves
\begin{equation}
\rho\equiv\frac{r_p}{r_s}=\frac{C^2-qS}{C^2+qS}.
\label{exact}
\end{equation}
No approximation has been made. At vanishing contrast $q\to S$, and $\rho\to(C^2-S^2)/(C^2+S^2)=\cos2\theta$.

\section{The limit and its error}

Define $\eta=qS-S^2$. Since $q^2-S^2=\chi$,
\begin{equation}
\eta=S(q-S)=\frac{S\chi}{S+q}.
\label{eta}
\end{equation}
With $c=\cos2\theta=C^2-S^2$, equation (\ref{exact}) becomes
\begin{equation}
\rho=\frac{c-\eta}{1+\eta},\qquad
\rho-c=-\frac{(1+c)\eta}{1+\eta}=-\frac{2C^2\eta}{1+\eta}.
\label{difference}
\end{equation}
Because $\operatorname{Re}q\ge0$, we have $|S+q|\ge S$, and therefore $|\eta|\le|\chi|$. For $|\chi|<1$ this gives
\begin{equation}
|\rho-c|\le D,\qquad D=\frac{2C^2|\chi|}{1-|\chi|}.
\end{equation}
To pass to powers, factor the difference of squares and use $|\rho|\le|c|+D$:
\begin{align}
\left|\frac{R_p}{R_s}-\cos^22\theta\right|
&=\bigl||\rho|-|c|\bigr|\,\bigl(|\rho|+|c|\bigr)\nonumber\\
&\le D(2|c|+D).
\label{bound}
\end{align}
The right side vanishes with $|\chi|$, which proves
\begin{equation}
\boxed{\frac{R_p}{R_s}\longrightarrow\cos^22\theta
\qquad\text{as }|\chi|\to0.}
\end{equation}

The bound holds below the critical angle too. Being well above that angle is thus sufficient for the law at weak contrast, but it is not necessary. It matters for the correction derived next and for the single-scattering picture.

\subsection{Well above the critical angle}

For $|\chi|\ll S^2$, expand the square root in (\ref{q}):
\begin{equation}
\eta=S^2\left(\sqrt{1+\frac{\chi}{S^2}}-1\right)
=\frac{\chi}{2}-\frac{\chi^2}{8S^2}+\cdots .
\end{equation}
The second term is smaller than the first by $|\chi|/(4S^2)$. To first order, (\ref{difference}) gives $\rho\approx c-C^2\chi$. Its squared modulus is $c^2-2cC^2\operatorname{Re}\chi$, and $\operatorname{Re}\chi\approx-2\delta$, so
\begin{equation}
\frac{R_p}{R_s}\approx\cos^22\theta+4\delta\cos^2\theta\cos2\theta .
\label{first}
\end{equation}
For $\delta>0$ this first-order term raises the ratio above the limit at angles below $45^\circ$. Strong absorption can reverse the sign: the second term of $\eta$ adds about $\beta^2/(2S^2)$ to its real part, which at small angles outweighs $-\delta$ when $S^2$ is less than about $\beta^2/(2\delta)$.

\subsection{Total reflection}

Without absorption, $\chi=-2\delta+\delta^2$ is negative. When $S^2<|\chi|$, $q$ is imaginary. The numerator and denominator of (\ref{rs}) then have equal moduli, as do those of (\ref{rp}), so $R_s=R_p=1$. The difference from the limiting law is
\begin{equation}
1-\cos^22\theta=\sin^22\theta\approx4S^2 .
\label{total}
\end{equation}
It grows to about $4|\chi|\approx8\delta$ at the critical angle. Well above that angle, but still at small $\theta$, (\ref{first}) gives about $4\delta$. The error is small in both regions, for different reasons.

\subsection{Near 45 degrees}

A small absolute error does not guarantee a small relative one. Put $\theta=\pi/4+x$, with $x$ in radians and small. Then $c\approx-2x$ and $C^2\approx1/2$, so
\begin{equation}
\rho\approx-2x+\delta-i\beta,\qquad
|\rho|^2\approx(\delta-2x)^2+\beta^2 .
\end{equation}
For $\beta^2\ll\delta$ the minimum lies near $x=\delta/2$ and has height about $\beta^2$, whereas the limiting law has a zero at $x=0$. Relative accuracy requires $|\cos2\theta|\gg|\chi|$.

A test with $\delta=10^{-3}$ and $\beta=2\times10^{-4}$ illustrates this. The formulas predict a shift of $5\times10^{-4}$ rad, or $0.0286^\circ$, and a floor of $4.0\times10^{-8}$. Numerical matching of the fields gives $0.0287^\circ$ and $4.02\times10^{-8}$.

\section{Why the factor is a cosine}

At weak contrast and well above the critical angle, the medium can be treated as thin sheets, each driven by the incident field alone. Take s polarisation first. The $y$ component of $\nabla\times\mathbf H=-ik(1+\chi)\mathbf E$, integrated across a sheet of thickness $dz$, gives the jump caused by the extra polarisation:
\begin{equation}
H_x(\text{below})-H_x(\text{above})=-ik\chi E_y\,dz .
\end{equation}
The sheet radiates waves of equal electric amplitude $a$ to both sides. Their magnetic components are $-Sa$ below and $+Sa$ above. Thus $-2Sa=-ik\chi E_y\,dz$, or
\begin{equation}
a=\frac{ik\chi}{2S}E_y\,dz .
\end{equation}
The incident wave gains phase $kSz$ on the way to depth $z$, and the radiated wave gains the same phase on its return. Summing the sheets, with slight absorption removing the contribution from infinite depth, gives
\begin{equation}
r_s\approx\frac{ik\chi}{2S}\int_0^\infty e^{2ikSz}\,dz
=\frac{ik\chi}{2S}\left(-\frac{1}{2ikS}\right)
=-\frac{\chi}{4S^2}.
\label{born}
\end{equation}
Equation (\ref{rs}) agrees: $S-q=-\chi/(S+q)$, so $r_s=-\chi/(S+q)^2$, and $q\approx S$ when $|\chi|\ll S^2$.

In p polarisation the induced dipoles lie in the plane of incidence. A dipole radiates in a given direction only through its component transverse to that direction. For unit magnetic fields along $y$, the incident and reflected electric directions are
\begin{equation}
\mathbf e_{\rm in}=(S,0,-C),\qquad
\mathbf e_{\rm out}=(-S,0,-C).
\end{equation}
The projection is $\mathbf e_{\rm in}\cdot\mathbf e_{\rm out}=C^2-S^2=\cos2\theta$. In s polarisation both directions are $y$ and the projection is 1. Depths, phases and strengths are otherwise the same, so $r_p\approx r_s\cos2\theta$.

At $\theta=45^\circ$ the reflected ray is perpendicular to the incident one. The p dipoles then point along the reflected ray and send no wave that way at this order.

\section{Buried interfaces and layers}

Let two media have contrasts $\chi_1$ and $\chi_2$ relative to vacuum, and keep $\theta$ as the angle in vacuum. The component $C$ is conserved through parallel layers, so $q_j^2=S^2+\chi_j$ and $n_j^2=q_j^2+C^2$. The same boundary conditions give
\begin{equation}
r_s=\frac{q_1-q_2}{q_1+q_2},\qquad
r_p=\frac{n_2^2q_1-n_1^2q_2}{n_2^2q_1+n_1^2q_2}.
\end{equation}
The numerator of $r_p$ factors as
\begin{align}
n_2^2q_1-n_1^2q_2
&=q_1q_2(q_2-q_1)+C^2(q_1-q_2)\nonumber\\
&=(q_1-q_2)(C^2-q_1q_2),
\end{align}
and its denominator as $(q_1+q_2)(C^2+q_1q_2)$. Therefore
\begin{equation}
\frac{r_p}{r_s}=\frac{C^2-q_1q_2}{C^2+q_1q_2}.
\label{buried}
\end{equation}
Well above the critical angles, $q_1q_2\approx S^2+(\chi_1+\chi_2)/2$, and the amplitude ratio again approaches $\cos2\theta$.

Equation (\ref{buried}) was tested against numerical field matching for the index pairs $(1,\,0.7+0.2i)$, $(1,\,1.4+0.3i)$ and $(0.95+0.02i,\,0.8+0.1i)$ at $5^\circ$, $25^\circ$, $50^\circ$ and $80^\circ$. The largest difference was $3\times10^{-15}$.

In a weakly reflecting stack, the total amplitude is approximately a sum of interface amplitudes with propagation phases. The phases do not depend on polarisation, so the common factor $\cos2\theta$ comes out of the sum. A deep interference minimum needs more care: the leading terms may nearly cancel, and small corrections then become large relative to what remains.

\section{A copper film at 8.05 keV}

Take a copper film measured with 8.05 keV photons, of wavelength $\lambda=0.1540$ nm. The inputs of this example, set near rough typical values and not meant as reference data, are density $\rho_m=8.96$ g/cm$^3$, molar mass $M=63.55$ g/mol, forward scattering factor $f_1=27$ electrons and mass attenuation 50 cm$^2$/g. With $r_e$ the classical electron radius and $N_A$ the Avogadro constant,
\begin{equation}
\delta=\frac{r_e\lambda^2}{2\pi}\frac{\rho_mN_A}{M}f_1
=2.44\times10^{-5}.
\end{equation}
The attenuation coefficient is $\mu=50\times8.96=448$ cm$^{-1}$, so
\begin{equation}
\beta=\frac{\lambda\mu}{4\pi}=5.5\times10^{-7}.
\end{equation}
The critical angle is $\theta_c\approx\sqrt{2\delta}=0.40^\circ$. For a sharp surface on a thick film, numerical field matching gives:

\begin{center}
\begin{tabular}{cccc}
$\theta$ (deg) & $R_s$ & $R_p/R_s$ & $\cos^22\theta$\\
0.2 & $9.74\times10^{-1}$ & 0.999999 & 0.999951\\
0.4 & $6.61\times10^{-1}$ & 0.999980 & 0.999805\\
0.8 & $5.17\times10^{-3}$ & 0.999325 & 0.999220\\
1.5 & $3.41\times10^{-4}$ & 0.997360 & 0.997261\\
3.0 & $2.02\times10^{-5}$ & 0.989171 & 0.989074\\
5.0 & $2.60\times10^{-6}$ & 0.969942 & 0.969846
\end{tabular}
\end{center}

The extra digits display small differences within the model; the rough inputs do not fix a real film so closely. At $0.2^\circ$ the difference between the last two columns is $4.8\times10^{-5}$, close to $4S^2$ from (\ref{total}). It is $1.75\times10^{-4}$ near the critical angle and about $1.0\times10^{-4}$ at the larger angles, where (\ref{first}) applies.

At $3^\circ$ the calculated difference is $9.72\times10^{-5}$, and (\ref{first}) predicts $9.68\times10^{-5}$. The bound (\ref{bound}) is $1.94\times10^{-4}$.

\subsection{What an s-only fit reports}

For an unpolarised beam at $3^\circ$,
\begin{equation}
\frac{R}{R_s}=\frac{1+0.98917}{2}=0.99459 .
\end{equation}
An s-only calculation is therefore too high by about 0.5\% of $R_s$. At $5^\circ$ the figure is 1.5\%.

A fit may absorb this deficit as roughness. For a Gaussian distribution of surface heights with standard deviation $\sigma$, single scattering multiplies the reflectivity by $e^{-Q^2\sigma^2}$, where $Q=4\pi\sin\theta/\lambda$. At small angles the polarisation factor is
\begin{equation}
\frac{1+\cos^22\theta}{2}=1-\frac{\sin^22\theta}{2}
\approx1-2\theta^2 .
\end{equation}
Equating this to $1-Q^2\Delta(\sigma^2)$, with $Q\approx4\pi\theta/\lambda$, gives
\begin{equation}
\Delta(\sigma^2)\approx\frac{2\theta^2\lambda^2}{16\pi^2\theta^2}
=\frac{\lambda^2}{8\pi^2}=3.00\times10^{-4}\ \text{nm}^2 .
\end{equation}
The angle has cancelled, so over the small-angle range the missing factor has the same shape as extra roughness. The calculated reflectivities at $3^\circ$ give $2.98\times10^{-4}$ nm$^2$. For a true roughness of 0.3 nm, the fitted value rises by
\begin{equation}
\sqrt{0.3^2+2.98\times10^{-4}}-0.3=5.0\times10^{-4}\ \text{nm}.
\end{equation}
If roughness is the quantity wanted, this bias is negligible here. If instead the roughness is held at its true value and the calculated reflectivity must be right to better than 0.5\% at $3^\circ$, the p part has to be included.

\subsection{What a real film changes}

The effects below were estimated one at a time at $3^\circ$, with the other settings held fixed. The sharp-surface ratio for comparison is 0.98917.

\begin{itemize}
\item A graded surface with $\sigma=0.3$ nm reduces $R_s$ to 0.197 of its sharp value. The ratio remains 0.98917.
\item A 2 nm oxide with 0.65 of the copper contrast reduces $R_s$ to $5.5\times10^{-6}$. The ratio becomes 0.98913.
\item A 50 nm film on a substrate with 0.31 of the copper contrast, roughly that of silicon, has $R_s=4.1\times10^{-5}$ and a ratio of 0.98918.
\item An angle offset of $0.02^\circ$ changes the ratio by $-1.5\times10^{-4}$, more than the refractive correction in (\ref{first}).
\end{itemize}

These particular structures change the reflectivity by factors of two to five, but the ratio by less than $10^{-4}$. The figures depend on thickness: a 2.2 nm oxide of the same contrast lies near a fringe minimum, lowers $R_s$ elevenfold and shifts the ratio by $-1.45\times10^{-4}$. Incoherent scattering into a detector of $10^{-5}$ sr adds at most about $2.2\times10^{-9}$, or 0.06\% of the rough-surface $R_s$. Diffuse scattering from the roughness can be much larger. For a square aperture and a Gaussian height correlation of length 20 nm, single scattering gives about $2.6\times10^{-7}$, some 7\% of the specular signal, and the value depends strongly on the correlation length. Near the specular direction it carries the same factor $\cos^22\theta$ in p polarisation.

The chosen roughness describes a smooth film. With $\sigma=1$ nm, $Q^2\sigma^2\approx18$ at $3^\circ$, and the specular signal would fall below that background estimate. The detector would then record mainly diffuse and incoherent scattering, and the specular ratio could not be measured at this angle.

The uniform medium is itself an approximation. At $3^\circ$ the length $\lambda/(2\sin\theta)$ is 1.47 nm, well above the copper (111) plane spacing of 0.209 nm. The two lengths become equal at the Bragg angle, $21.7^\circ$. The shift and floor derived above for the $45^\circ$ minimum assume a uniform medium, so those values should not be applied to crystalline copper at this photon energy. The suppression of p polarisation near $45^\circ$ does not need that assumption: in single scattering the dipole of each atom is projected in the same way, so a weak Bragg reflection also carries the factor $\cos2\theta$ in its p amplitude. A strong reflection from a thick, perfect crystal involves multiple scattering, and away from $45^\circ$ its s and p peak reflectivities can then be nearly equal, as for copper (111). Close to $45^\circ$, as for copper (311) at this energy, the p peak remains strongly suppressed.

\section{When the contrast is not weak}

For $\delta=0.1$, $\beta=0.02$ and $\theta=30^\circ$, the limiting law gives 0.25, while field matching gives 0.505. The first correction adds $4\times0.1\times0.75\times0.5=0.15$, which is still not enough. Here $|\chi|\approx0.19$ is comparable with $S^2=0.25$, and is not small compared with 1, so both steps behind (\ref{first}) are poor. Keeping $\eta$ exact but the ratio linear in it gives 0.434, and putting $\eta=\chi/2$ into the exact (\ref{difference}) gives 0.433. In this regime both polarisations should be computed from (\ref{rs}) and (\ref{rp}). The numerical output below gives the values used in these notes.

\section*{Calculated quantities}
\begin{verbatim}
Largest error of exact identity: 3.1e-15
Photon energy: 8.05 keV
Wavelength: 0.1540 nm
Cu density (rough): 8.96 g/cm3
Cu molar mass: 63.55 g/mol
Cu scattering factor (rough): 27.0 electrons
Cu mass attenuation (rough): 50 cm2/g
delta: 2.439e-05
beta: 5.49e-07
|chi|: 4.879e-05
Critical angle: 0.400 deg
theta(deg)  R_s        R_p        R_p/R_s   cos^2(2theta)
  0.2  9.7436e-01  9.7436e-01  0.999999  0.999951
  0.4  6.6134e-01  6.6133e-01  0.999980  0.999805
  0.8  5.1677e-03  5.1642e-03  0.999325  0.999220
  1.5  3.4092e-04  3.4002e-04  0.997360  0.997261
  3.0  2.0190e-05  1.9971e-05  0.989171  0.989074
  5.0  2.5951e-06  2.5171e-06  0.969942  0.969846
Largest Cu ratio error in angle scan: 1.75e-04
At 3 deg, ratio minus limit: 9.720e-05
At 3 deg, first-order correction: 9.676e-05
At 3 deg, bound on error: 1.936e-04
45 deg test: delta 1.0e-03, beta 2.0e-04
45 deg test, minimum shift: 0.02866 deg
45 deg test, floor of ratio: 4.016e-08
Strong contrast: delta 0.1, beta 0.02, angle 30 deg
Strong contrast, ratio: 0.5052
Strong contrast, cos^2(2theta): 0.2500
Neglected effects at 3 deg:
Roughness: 0.3 nm
Roughness damping of R_s: 0.1967
Damping from exponential formula: 0.1966
Oxide: 2.0 nm, contrast 0.65 of Cu
Film: 50 nm, substrate 0.31 of Cu
rough surface: R_s 3.971e-06, R_p/R_s 0.989173
oxide layer: R_s 5.505e-06, R_p/R_s 0.989134
film on substrate: R_s 4.097e-05, R_p/R_s 0.989182
Ratio change for 0.02 deg offset: -1.46e-04
Detector solid angle: 1e-05 sr
Incoherent background, upper estimate: 2.2e-09
Length probed, lambda/(2 sin theta): 1.471 nm
Cu (111) plane spacing: 0.2085 nm
Cu (111) Bragg grazing angle: 21.67 deg
Unpolarised R / R_s: 0.994585
Apparent extra sigma^2: 2.978e-04 nm2
lambda^2/(8 pi^2): 3.004e-04 nm2
Bias of fitted roughness: 4.96e-04 nm
\end{verbatim}
